# Why a [001] shear wave couples heavy holes only to light holes

**Question**

I am working through hole scattering in strained germanium channels and I am stuck on transverse acoustic phonons travelling along [001]. The exercise says: insert the phonon's strain into the Bir-Pikus Hamiltonian and show that, at zone centre, it couples heavy holes to light holes but not heavy holes together.

I can write down the strain, but I lose factors of two and $\sqrt3$ in the $J$ matrices. I am also uneasy about the claim. At $k=0$ in an unstrained crystal all four states are degenerate, so what does "heavy" mean there? And does the result say that these phonons cannot scatter a heavy hole within its own band?

**Answer**

The statement holds for heavy states defined along the phonon's direction, to first order in strain and at $k=0$. It does not forbid scattering within the heavy band at finite $k$. I use electron energies throughout, so the valence edge is a maximum, and tensor strains, so $\varepsilon_{xz}$ is half the engineering shear.

**The strain of the wave**

Take the displacement $\mathbf u=(u_x^0,u_y^0,0)\cos(qz-\omega t)$. Since $\varepsilon_{ij}=\frac12(\partial_iu_j+\partial_ju_i)$ and nothing depends on $x$ or $y$,

$$\varepsilon_{xz}=\tfrac12\partial_zu_x=-\tfrac12qu_x^0\sin(qz-\omega t),\qquad \varepsilon_{yz}=\tfrac12\partial_zu_y .$$

All other components vanish, including the trace, so the hydrostatic potential $a$ drops out. I treat the strain as locally uniform, which requires a long wave.

**The Bir-Pikus Hamiltonian with its factors**

Start without spin. The valence-edge orbitals $X,Y,Z$ transform like $x,y,z$. Let $M$ be the strain energy matrix, linear in strain. Time reversal makes it real and symmetric for real orbitals.

A half turn about $x$ reverses $y$ and $z$, so it reverses $M_{XZ}$. Of the shear strains it reverses $\varepsilon_{xy}$ and $\varepsilon_{xz}$ but keeps $\varepsilon_{yz}$. A half turn about $z$ also reverses $M_{XZ}$, and it keeps $\varepsilon_{xy}$. Both rotations keep the diagonal strains. Hence $M_{XZ}$ can contain only $\varepsilon_{xz}$. The diagonal element $M_{XX}$ is unchanged by the half turns and contains only diagonal strains, with equal weights for $\varepsilon_{yy}$ and $\varepsilon_{zz}$, because cubic symmetry exchanges those axes. The three constants are conventionally named so that

$$M_{ii}=a\,\mathrm{Tr}\,\varepsilon+3b\left(\varepsilon_{ii}-\tfrac13\mathrm{Tr}\,\varepsilon\right),\qquad M_{ij}=\sqrt3\,d\,\varepsilon_{ij}\quad(i\ne j).$$

Now use the orbital angular momentum $(L_i)_{kl}=-i\epsilon_{ikl}$, in units of $\hbar$. Multiplying two such matrices gives

$$(L_iL_j)_{kl}=-\sum_n\epsilon_{ikn}\epsilon_{jnl}=\sum_n\epsilon_{ikn}\epsilon_{jln}=\delta_{ij}\delta_{kl}-\delta_{il}\delta_{kj}.$$

With $\{A,B\}=\frac12(AB+BA)$, this means

$$|X\rangle\langle X|=1-L_x^2,\qquad |X\rangle\langle Z|+|Z\rangle\langle X|=-2\{L_x,L_z\}.$$

Spin-orbit coupling selects the upper multiplet $J=3/2$. By the Wigner-Eckart theorem, the traceless symmetric products of $L$ projected on this multiplet are proportional to those of $J$, with one common factor. The state $m=3/2$ has $L_z=1$ and $J_z=3/2$, which fixes the factor:

$$\langle L_z^2-\tfrac23\rangle=\tfrac13,\qquad \langle J_z^2-\tfrac54\rangle=\tfrac94-\tfrac54=1 .$$

It is therefore $1/3$. The diagonal strain terms acquire $-3b\times\frac13=-b$, and the shear terms $\sqrt3d\times(-2)\times\frac13=-2d/\sqrt3$:

$$V=a\,\mathrm{Tr}\,\varepsilon-b\sum_i\left(J_i^2-\tfrac54\right)\varepsilon_{ii}-\frac{2d}{\sqrt3}\sum_{i<j}\{J_i,J_j\}\varepsilon_{ij}.$$

In hole energies the overall sign is reversed, which does not affect the selection rule.

**Inserting the wave**

Only two terms survive. Write $J_x=(J_++J_-)/2$, $J_y=(J_+-J_-)/(2i)$ and $s=\varepsilon_{xz}-i\varepsilon_{yz}$. Then

$$V=-\frac{d}{\sqrt3}\left[s\{J_+,J_z\}+s^*\{J_-,J_z\}\right].$$

The raising part has elements

$$\langle m+1|\{J_+,J_z\}|m\rangle=\frac{m+(m+1)}2\sqrt{\tfrac{15}4-m(m+1)} .$$

- For $m=1/2$: $1\times\sqrt3=\sqrt3$.
- For $m=-1/2$: $0\times2=0$.
- For $m=-3/2$: $(-1)\times\sqrt3=-\sqrt3$.

In the order $m=\frac32,\frac12,-\frac12,-\frac32$,

$$V=d\begin{pmatrix}0&-s&0&0\\-s^*&0&0&0\\0&0&0&s\\0&0&s^*&0\end{pmatrix}.$$

The heavy states are the first and last. Their diagonal elements vanish because every term in $V$ changes $m$ by one. The element between them vanishes because it would need a change of three. Each heavy state is instead coupled to one light state with strength $|ds|$. This is the requested result.

The light-light block vanishes too, although counting changes of $m$ does not show it. A change of one could connect $-\frac12$ to $+\frac12$, but the two orderings of $J_+$ and $J_z$ cancel there. These two states are time-reversed partners, and no strain couples such partners.

Each $2\times2$ block squares to $|ds|^2$, so $V$ alone has the eigenvalues $\pm|ds|$, each twice.

Angular momentum gives the physical reading. For a circular wave the part of the strain proportional to $e^{i(qz-\omega t)}$, which describes absorption, has complex amplitudes. Then $s^*$ in $V$ must be replaced by $\varepsilon_{xz}+i\varepsilon_{yz}$ formed from those amplitudes. With $(\varepsilon_{xz},\varepsilon_{yz})=\varepsilon_0(1,i)/\sqrt2$, the raising coefficient is $\sqrt2\,\varepsilon_0$ and the lowering one is zero. Absorption raises $m$ by one. The opposite polarisation lowers it by one. Flipping a heavy hole needs three units, which one such phonon does not carry. A fourfold crystal axis could by itself make up the difference, since it conserves angular momentum only modulo four. Time reversal excludes this: it leaves strain unchanged, so strain cannot couple the states $m=\pm\frac32$, which are time-reversed partners. In $V$ this shows directly, because two factors of $J$ cannot change $m$ by three.

**What "heavy" means at zone centre**

Your unease is justified. In the unstrained crystal at $k=0$, any combination of the four states is an eigenstate, and the vanishing block belongs to a choice of axis. The choice $z$ is natural if $k\to0$ along [001], or if a static biaxial strain separates $m=\pm3/2$ from $m=\pm1/2$.

To see the dependence, quantise along a unit vector $\mathbf n$. In $m_n=\pm3/2$, the squared spin component along $\mathbf n$ is $9/4$. The remaining $15/4-9/4=3/2$ is shared equally by the two perpendicular directions, $3/4$ each. Symmetrised products of different components average to zero by rotation symmetry about $\mathbf n$. Thus

$$\langle\{J_i,J_j\}\rangle=\tfrac34\delta_{ij}+\tfrac32n_in_j .$$

Two factors of $J$ cannot connect $m_n=3/2$ to $-3/2$, so the heavy block is a multiple of the unit matrix:

$$V_{\rm heavy}=-\frac{2d}{\sqrt3}\,\frac32\,(n_xn_z\varepsilon_{xz}+n_yn_z\varepsilon_{yz})=-\sqrt3\,d\,n_z(n_x\varepsilon_{xz}+n_y\varepsilon_{yz}).$$

It vanishes for $\mathbf n\parallel[001]$. For $\mathbf n\parallel[101]$ and a wave polarised along $x$, its size is $\frac{\sqrt3}2|d\varepsilon_{xz}|$, comparable with the heavy-light element. In a model with spherical bands these are the heavy states reached by letting $k\to0$ along $\mathbf n$. With warped bands, the states along a general direction are not pure $m_n=\pm3/2$.

**A compressed germanium channel**

Biaxial compression makes the zone-centre labels unambiguous. Let $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel$. Since $J_x^2+J_y^2=\frac{15}4-J_z^2$, the $b$ term becomes $-b(J_z^2-\frac54)(\varepsilon_{zz}-\varepsilon_\parallel)$. Its bracket is $+1$ for heavy and $-1$ for light states, so the heavy edge lies above the light edge by

$$\delta=-2b(\varepsilon_{zz}-\varepsilon_\parallel).$$

I take rough typical values $b=-2.3$ eV and $d=-5$ eV, with $\varepsilon_\parallel=-1\%$. The free surface normal to $z$ requires $C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_\parallel=0$. With $C_{11}=129$ GPa and $C_{12}=48$ GPa, $\varepsilon_{zz}=2(48/129)\times1\%=0.744\%$, and

$$\delta=2\times2.3\ \text{eV}\times0.01744=80.2\ \text{meV}.$$

Let a coherent wave polarised along $x$ have wavelength 400 nm and amplitude 0.02 nm. Then $q=2\pi/400=0.01571$ nm$^{-1}$. At a strain maximum,

$$\varepsilon_{xz}=\tfrac12(0.01571)(0.02)=1.571\times10^{-4},\qquad |d|\varepsilon_{xz}=0.785\ \text{meV}.$$

The heavy edge has no first-order shift. With the light edge as zero, each heavy-light pair obeys $E(E-\delta)=(d\varepsilon_{xz})^2$. Its upper root gives the shift

$$E-\delta=\sqrt{\frac{\delta^2}4+(d\varepsilon_{xz})^2}-\frac\delta2\simeq\frac{(d\varepsilon_{xz})^2}\delta=\frac{0.785^2}{80.2}\ \text{meV}=7.7\ \mu\text{eV}.$$

This is the peak value of the local band edge. The average over a period is half as large, because the shift follows $\sin^2(qz-\omega t)$. In bulk, an extended zone-centre state feels essentially this average, about 3.9 µeV, because the heavy-hole kinetic energy at $2q$, about 0.19 meV, is far larger than the modulation. The local value applies to a hole confined to a region much thinner than the wavelength. The static treatment is reasonable here because the phonon energy, 0.037 meV, is far below $\delta$.

**Does the split-off band spoil this?**

The wave also couples a heavy state to the split-off band, with element $|d|\varepsilon_{xz}/\sqrt2=0.555$ meV, which is not small beside 0.785 meV. The static strain mixes light and split-off states as well, and reduces the splitting from 80.2 to 68.0 meV for a spin-orbit splitting $\Delta=0.29$ eV. Yet the six-state diagonalization gives the same shift, 7.688 µeV, as the four-state one. The mixing also weakens the heavy-light element, and at second order all these changes together cancel, as follows.

Apart from a sign, the $m=3/2$ state is $(X+iY)\!\uparrow\!/\sqrt2$, and the wave turns it into $\sqrt{3/2}\,d\varepsilon_{xz}\,Z\!\uparrow$. The factor $1/\sqrt2$ quoted above follows, since the squared total $\frac32$ is $1$ from the light state plus $\frac12$ from the split-off state.

In the basis $Z\!\uparrow$, $(X+iY)\!\downarrow\!/\sqrt2$, the static strain energies are $-\delta$ and $\delta/2$. The spin-orbit term $(2\Delta/3)\mathbf L\cdot\mathbf S$ adds $0$ and $-\Delta/3$, with off-diagonal element $-\sqrt2\Delta/3$, because $L_+Z=-(X+iY)$. The heavy energy is $E_h=\delta/2+\Delta/3$. Hence

$$E_h-H=\begin{pmatrix}\frac32\delta+\frac\Delta3&\frac{\sqrt2\Delta}3\\\frac{\sqrt2\Delta}3&\frac{2\Delta}3\end{pmatrix},\qquad \det(E_h-H)=\delta\Delta+\frac{2\Delta^2}9-\frac{2\Delta^2}9=\delta\Delta .$$

The first diagonal element of the inverse is $(2\Delta/3)/(\delta\Delta)=2/(3\delta)$. The second-order shift is therefore

$$\tfrac32(d\varepsilon_{xz})^2\times\frac2{3\delta}=\frac{(d\varepsilon_{xz})^2}\delta,$$

independent of $\Delta$. Here $\delta$ is the four-state splitting. Inserting the reduced 68.0 meV while ignoring the split-off element would give a wrong answer.

**Why heavy holes still feel the wave at finite $k$**

The Luttinger Hamiltonian contains $+4\gamma_3(\hbar^2/2m_0)\{J_x,J_z\}k_xk_z$ in electron energies. Because $\langle\frac32|\{J_x,J_z\}|\frac12\rangle=\frac{\sqrt3}2$, it couples the same pair as the wave, with element

$$S=2\sqrt3\,\gamma_3\frac{\hbar^2}{2m_0}k_xk_z .$$

For $k_y=0$ and small $k$, the total coupling is $S-d\varepsilon_{xz}$, and its square divided by $\delta$ contains a cross term linear in the wave:

$$\Delta E=-\frac{2S\,d\varepsilon_{xz}}\delta=-4\sqrt3\,\gamma_3\frac{\hbar^2}{2m_0}\frac{k_xk_z\,d\varepsilon_{xz}}\delta .$$

When $k_x$ and $k_z$ are both nonzero, the heavy state contains some of the light state to which the wave couples it, and through this admixture the wave acts within the heavy band in first order. For small $k$ and $q\ll k$, the size of the element between heavy states at $k$ and $k+q$ follows from the same formula, with $\varepsilon_{xz}$ replaced by the amplitude of the strain component proportional to $e^{iqz}$. For a real wave that amplitude is half the peak strain.

The effect can be large at room temperature. Along [101], a heavy hole with energy $k_BT=25.9$ meV has $k=0.294$ nm$^{-1}$ for $\gamma_1,\gamma_2,\gamma_3=13.4,4.2,5.7$. Diagonalizing the four-state Hamiltonian at that $k$ gives a first-order shift of 0.437 meV, or 0.56 of the zone-centre heavy-light element. It is far larger than the 7.7 µeV shift at $k=0$. The small-$k$ formula would give about 0.64 meV, so this $k$ is already outside its range. Reversing $k_z$ reverses the sign. Two limits apply to this number. The cancellation of the split-off band was derived at $k=0$ and does not carry over to this $k$: including the band lowers the shift by about a tenth. The direction [101] is also a favourable one: for this polarisation the shift vanishes when $k_x$ or $k_z$ is zero.

So the selection rule alone is no basis for dropping transverse phonons from a mobility calculation. Such a calculation needs the matrix elements between the actual states at $k$ and $k+q$.

**How far the example resembles a device**

Compressively strained germanium is used for p-type channels, and the material parameters above are rough typical values. The wave is a chosen coherent excitation, not a typical thermal phonon. The bulk treatment is the assumption a thin channel breaks most clearly. The layer must in any case be thin: at 1% compression the equilibrium critical thickness is roughly 10 to 25 nm, depending on capping, so the 20 nm layer used below may be metastable.

With hard walls 20 nm apart, each edge moves down by its inverse mass factor times $(\hbar^2/2m_0)(\pi/W)^2$. The factors are $\gamma_1-2\gamma_2$ for heavy and $\gamma_1+2\gamma_2$ for light holes, so the splitting grows by $4\gamma_2(\hbar^2/2m_0)(\pi/W)^2=15.8$ meV. In the four-state model, the shift falls to $0.785^2/96.0$ meV, about 6.4 µeV, or 16% below the bulk value. The strain varies by only 1.2% from the centre to the edge of the channel if its maximum is at the centre. A standing state contains $k_z$ and $-k_z$ equally, so the small-$k$ linear shift averages out within the lowest subband for uniform strain. In a symmetric well the whole first-order block vanishes. A gate field splits the subband into two spin branches at finite in-plane $k$, and the wave then couples them in first order: in the four-state model the element is about 0.07 to 0.11 meV at $k_y=0.2$ nm$^{-1}$ for fields of 5 to 20 mV/nm.

The wave also rotates the lattice by $\theta=\frac12\partial_zu_x=\varepsilon_{xz}$ about $y$, turning the axes of the static strain. To first order this adds $-i\theta[J_y,H_0]$, where $H_0$ is the static strain energy. In the four-state model its heavy-light element has size $\frac{\sqrt3}2\theta\delta=0.011$ meV, 1.4% of the strain element. Since $J_y$ changes $m$ by one, this too leaves the heavy-heavy block empty.

Finally, a nonzero heavy-light element does not guarantee a real transition. A zone-centre heavy hole needs at least the splitting energy to reach the light band. Extending the linear sound dispersion to $q=2\pi/a_0$, with lattice constant $a_0=0.566$ nm, gives 25.9 meV. This is meant as a generous estimate, since acoustic branches flatten at short wavelength. It remains below both 80.2 meV and the six-state value of 68.0 meV. For this example, one transverse acoustic phonon therefore cannot lift the hole to the light edge, and at $k=0$ the coupling acts through the small second-order shift. The numerical output below lists the values used.

## Numbers as computed

```
deformation potential a (drops out for the wave): 1.2 eV
deformation potential b: -2.3 eV
deformation potential d: -5 eV
Luttinger parameters g1, g2, g3: 13.4 4.2 5.7
spin-orbit splitting: 0.29 eV
elastic constant C11: 129 GPa
elastic constant C12: 48 GPa
elastic constant C44: 67 GPa
density: 5.32 g/cm3
lattice constant: 0.566 nm
temperature: 300 K
thermal energy kT: 25.85 meV
hbar^2/(2 m0): 0.03810 eV nm^2
wavelength: 400 nm
displacement amplitude: 0.02 nm
wave number q: 0.01571 1/nm
peak tensor shear strain e_xz: 1.5708e-04
V/(|d| e_xz), rows and columns m=3/2,1/2,-1/2,-3/2:
   0.000  1.000  0.000  0.000
   1.000  0.000  0.000  0.000
   0.000  0.000  0.000 -1.000
   0.000  0.000 -1.000  0.000
heavy-light element |d| e_xz: 0.7854 meV
largest heavy-heavy element: 0.000000 meV
static in-plane strain: -1 %
static strain along z: 0.7442 %
heavy-light splitting delta, four states: 80.23 meV
heavy edge shift, four-state diagonalization: 7.688 ueV
heavy edge shift, (d e_xz)^2/delta: 7.688 ueV
heavy to split-off element: 0.5554 meV
heavy-light splitting, six states: 67.96 meV
heavy edge shift, six-state diagonalization: 7.688 ueV
thermal wave vector along [101]: 0.2942 1/nm
first-order heavy shift at that k: 0.4374 meV
same with k_z reversed: -0.4374 meV
ratio of its size to heavy-light element: 0.557
lattice-rotation heavy-light element: 0.01091 meV
ratio to strain element: 0.0139
channel width: 20 nm
splitting added by hard-wall confinement: 15.79 meV
strain drop from channel centre to edge: 1.231 %
transverse sound speed: 3.549 km/s
phonon energy of the wave: 0.03669 meV
linear-dispersion phonon energy at q=2pi/lattice constant: 25.93 meV
exp(-delta/kT): 0.04489
```
